# Why does my RPA plasmon formula give a positive correlation energy?

## Question

I am computing the correlation energy of a water molecule in the random-phase approximation (RPA), starting from Hartree-Fock orbitals in the cc-pVDZ basis. The bonds are 0.96 Å long and the angle is 105°. My reasoning was that each electronic excitation behaves like an oscillator with zero-point energy \(\tfrac12\Omega\). Without interaction the oscillator frequencies are the orbital gaps, so the correlation energy should be

\[
F=\tfrac12\Big(\sum_n\Omega_n-\sum_{ia}\Delta_{ia}\Big),\qquad \Delta_{ia}=\varepsilon_a-\varepsilon_i .
\]

My RPA energies sum to 17456.225 eV and my gaps to 17278.797 eV, which gives \(F=+88.714\) eV. A correlation energy should be negative. Is my code wrong, or is the formula? If it is the formula, what should I subtract, and why?

## Answer

Your code is fine. The oscillator picture is sound too, but the reference energy you subtract is not the energy of the uncorrelated state. One transition is enough to show this.

### One oscillator

I use atomic units in the algebra. Let one transition have gap \(\Delta>0\) and Coulomb coupling \(K\ge0\), and treat the excitation as a boson created by \(b^\dagger\). The model Hamiltonian is

\[
H=A\,b^\dagger b+\tfrac12K\,(b^\dagger b^\dagger+bb),\qquad A=\Delta+K .
\]

The first term is the energy of an excitation, including its own Coulomb energy. The second creates and destroys excitations in pairs. The uncorrelated state is the vacuum of \(b\), and its mean energy is zero. The correlation energy in this model is therefore the ground-state energy of \(H\).

Put \(q=(b+b^\dagger)/\sqrt2\) and \(p=(b-b^\dagger)/(i\sqrt2)\). Because \(bb^\dagger=b^\dagger b+1\),

\[
b^\dagger b=\tfrac12(q^2+p^2-1),\qquad b^\dagger b^\dagger+bb=q^2-p^2 ,
\]

\[
H=\tfrac12(A+K)\,q^2+\tfrac12(A-K)\,p^2-\tfrac12A .
\]

The first two terms are an oscillator of frequency \(\Omega=\sqrt{(A+K)(A-K)}=\sqrt{\Delta^2+2\Delta K}\). Its zero-point energy is \(\tfrac12\Omega\), so

\[
E_c=\tfrac12(\Omega-A)=\tfrac12(\Omega-\Delta-K).
\]

The constant \(-\tfrac12A\) comes from operator ordering, and it contains \(K\) as well as \(\Delta\). Your formula leaves out the \(K\).

For \(K\ll\Delta\), expanding the square root gives \(\Omega=\Delta+K-K^2/(2\Delta)+\dots\), hence

\[
F=\frac K2-\frac{K^2}{4\Delta}+\dots,\qquad E_c=-\frac{K^2}{4\Delta}+\dots
\]

Take \(\Delta=10\) eV and \(K=2\) eV. Then \(\Omega=\sqrt{100+40}=11.832\) eV and

\[
F=\tfrac12(11.832-10)=0.916\ \text{eV},\qquad E_c=\tfrac12(11.832-12)=-0.084\ \text{eV}.
\]

Direct diagonalization of \(H\) gives the second value. The leading estimate \(-K^2/(4\Delta)\) is \(-0.100\) eV. In the opposite limit, \(\Delta\to0\) at fixed \(K\), that estimate diverges while \(E_c\) tends to \(-K/2\).

### The matrices for a molecule

A molecule is not a set of bosons, so the result needs a derivation from the electron repulsion. I assume a closed shell, real orbitals, positive gaps and direct RPA, which has no exchange in its kernel. Occupied orbitals are \(i,j\) and virtual ones \(a,b\). A singlet excitation \(i\to a\) of the determinant has transition density \(g_{ia}=\sqrt2\,\varphi_i\varphi_a\), where the \(\sqrt2\) comes from adding the two spins. With \(v=1/|\mathbf r-\mathbf r'|\),

\[
K_{ia,jb}=\iint g_{ia}(\mathbf r)\,v\,g_{jb}(\mathbf r')\,d\mathbf r\,d\mathbf r'=2(ia|jb),\qquad A=\Delta+K,\quad B=K ,
\]

where \(\Delta\) is now the diagonal matrix of gaps. In triplet combinations the two spins cancel in the density. Their coupling is zero, their RPA energies equal their gaps, and they contribute nothing below.

The RPA equations are \(AX+BY=\Omega X\) and \(-BX-AY=\Omega Y\). Adding and subtracting them gives

\[
\Delta(X-Y)=\Omega(X+Y),\qquad(\Delta+2K)(X+Y)=\Omega(X-Y).
\]

Eliminate \(X-Y\) and write \(X+Y=\Delta^{1/2}Z\). The result is \(MZ=\Omega^2Z\) with \(M=\Delta^2+2\Delta^{1/2}K\Delta^{1/2}\). For a repulsion scaled by \(\lambda\), at fixed orbitals and gaps,

\[
M_\lambda=\Delta^2+2\lambda\,\Delta^{1/2}K\Delta^{1/2}.
\]

### Correlation energy from density fluctuations

Scale the electron repulsion \(V_{ee}\) by \(\lambda\), and adjust the one-body potential \(V_\lambda\) so that the density \(n\) stays fixed. The Hellmann-Feynman theorem gives

\[
\frac{dE_\lambda}{d\lambda}=\langle V_{ee}\rangle_\lambda+\int n\,\frac{dV_\lambda}{d\lambda}\,d\mathbf r .
\]

Integrate from the determinant at \(\lambda=0\) to the real system at \(\lambda=1\), then subtract the energy of the determinant with the full Hamiltonian. The one-body terms cancel:

\[
E_c=\int_0^1d\lambda\,\big(\langle V_{ee}\rangle_\lambda-\langle V_{ee}\rangle_0\big).
\]

In terms of the density operator,

\[
V_{ee}=\tfrac12\iint v\,\big[\hat n(\mathbf r)\hat n(\mathbf r')-\delta(\mathbf r-\mathbf r')\,\hat n(\mathbf r)\big]\,d\mathbf r\,d\mathbf r' .
\]

The delta term removes the repulsion of an electron with itself. At fixed density it cancels in the difference, and so does the classical repulsion of the mean density. What remains is the change in the fluctuations \(\langle\delta\hat n(\mathbf r)\,\delta\hat n(\mathbf r')\rangle\).

Inserting a complete set of states turns these into \(\sum_n\rho_n(\mathbf r)\rho_n(\mathbf r')\), where \(\rho_n\) is the transition density to excited state \(n\), and \(E_n>0\) below is its excitation energy, measured from the ground state. The ground state itself drops out of the sum because \(\langle\delta\hat n\rangle=0\). The density response at imaginary frequency is

\[
\chi(i\omega)=-\sum_n\frac{2E_n}{E_n^2+\omega^2}\,\rho_n\rho_n ,\qquad \int_0^\infty\frac{d\omega}{\pi}\,\frac{2E_n}{E_n^2+\omega^2}=1 .
\]

The fluctuations are therefore \(-\int_0^\infty\chi\,d\omega/\pi\). With the factor \(\tfrac12\) from \(V_{ee}\), and with \(\chi\) expanded in the functions \(g_{ia}\),

\[
E_c=-\int_0^1d\lambda\int_0^\infty\frac{d\omega}{2\pi}\,\mathrm{Tr}\big[K(\chi_\lambda-\chi_0)\big],\qquad \chi_0=-\frac{2\Delta}{\Delta^2+\omega^2}.
\]

In direct RPA the electrons respond as independent particles to the applied potential plus the Coulomb potential of the induced density. This means \(\chi_\lambda=\chi_0+\lambda\chi_0K\chi_\lambda\). Hartree-Fock orbitals do not come from a path of fixed density; for them, the last formula for \(E_c\) serves as the definition of the RPA correlation energy.

### Where your formula appears

The response equation gives \(\chi_\lambda^{-1}=\chi_0^{-1}-\lambda K\). Factor out \(\Delta^{-1/2}\) on both sides:

\[
\chi_\lambda^{-1}=-\tfrac12\Delta^{-1/2}(M_\lambda+\omega^2)\Delta^{-1/2},\qquad \chi_\lambda=-2\Delta^{1/2}(M_\lambda+\omega^2)^{-1}\Delta^{1/2}.
\]

Since \(\int_0^\infty d\omega/(\Omega^2+\omega^2)=\pi/(2\Omega)\) for each eigenvalue \(\Omega^2\) of \(M_\lambda\),

\[
-\int_0^\infty\frac{d\omega}{2\pi}\chi_\lambda=\tfrac12P_\lambda,\qquad P_\lambda=\Delta^{1/2}M_\lambda^{-1/2}\Delta^{1/2},\qquad P_0=1 .
\]

Hence \(E_c=\tfrac12\int_0^1d\lambda\,\mathrm{Tr}[K(P_\lambda-1)]\).

For a normalized eigenvector \(z\) of \(M_\lambda\), \(d\Omega^2/d\lambda=z^T(dM_\lambda/d\lambda)z\), and \(d\Omega/d\lambda\) is this divided by \(2\Omega\). Summing over eigenvectors,

\[
\frac{d}{d\lambda}\sum_n\Omega_n(\lambda)=\tfrac12\mathrm{Tr}\Big[M_\lambda^{-1/2}\,2\Delta^{1/2}K\Delta^{1/2}\Big]=\mathrm{Tr}[KP_\lambda].
\]

At \(\lambda=0\) the \(\Omega_n\) are the gaps. The first part of \(E_c\) is therefore

\[
\tfrac12\int_0^1d\lambda\,\mathrm{Tr}[KP_\lambda]=\tfrac12\Big(\sum_n\Omega_n-\sum_{ia}\Delta_{ia}\Big)=F .
\]

This is your expression. It measures all the density fluctuations, including those the uncorrelated determinant already has. The \(\chi_0\) part removes the latter:

\[
E_c=F-\tfrac12\mathrm{Tr}K=\tfrac12\Big(\sum_n\Omega_n-\mathrm{Tr}A\Big).
\]

This is the plasmon formula. \(\mathrm{Tr}A\) is also the sum of the Tamm-Dancoff energies, which are the eigenvalues of \(A\) found when \(B\) is dropped. You do not need to diagonalize \(A\); its diagonal elements \(\Delta_{ia}+2(ia|ia)\) suffice.

### Your numbers

The Tamm-Dancoff energies of your molecule sum to 17468.817 eV, so

\[
E_c=\tfrac12(17456.225-17468.817)=-6.296\ \text{eV}=-0.2314\ \text{hartree}.
\]

Your \(F=88.714\) eV (3.2602 hartree) is too high by \(\tfrac12\mathrm{Tr}K=95.010\) eV. The numerical check also evaluates the double integral over \(\lambda\) and \(\omega\). Its \(\chi_\lambda\) part is 88.714 eV and its \(\chi_0\) part 95.010 eV, as derived above. These values belong to the cc-pVDZ basis and are far from the basis limit: with all electrons correlated, \(E_c\) is −8.925 eV in cc-pVTZ and −10.565 eV in cc-pVQZ, while \(F\) grows to 182.9 eV and 290.8 eV.

### What the 95 eV consists of

Add and subtract the occupied orbitals in the sum over \(a\), so that \(p\) runs over all orbitals:

\[
\tfrac12\mathrm{Tr}K=\sum_{ia}(ia|ia)=\sum_i\sum_p(ip|ip)-\sum_{ij}(ij|ij).
\]

For a closed shell the last term, with its sign, is the exchange energy \(E_x\). The sum over \(p\) is the self-repulsion that the delta term in \(V_{ee}\) would remove, with the delta function represented in the finite basis. For water the two parts are

\[
339.199\ \text{eV}-244.189\ \text{eV}=95.010\ \text{eV}.
\]

Adding \(F\) to the Hartree-Fock energy would thus count exchange twice and also add a self-repulsion that is absent from the Hamiltonian.

### The sign is wrong for any such molecule

For any real vector \(x\), \(x^TKx\) is the Coulomb integral of the charge distribution \(\sum x_{ia}g_{ia}\) with itself, which cannot be negative. So \(M_\lambda\) can only grow with \(\lambda\), in the sense that \(x^TM_\lambda x\) never decreases. By the minimax principle its ordered eigenvalues do not decrease either. Each ordered \(\Omega_n\) lies at or above the corresponding gap, and \(F\ge0\).

For \(E_c\), write \(R=(M_\lambda+\omega^2)^{-1}\). Then

\[
\frac{dR}{d\lambda}=-R\,\frac{dM_\lambda}{d\lambda}\,R ,
\]

which has no positive eigenvalue. Consequently \(-\mathrm{Tr}[K\chi_\lambda]=2\,\mathrm{Tr}[K\Delta^{1/2}R\Delta^{1/2}]\) does not increase with \(\lambda\), and \(E_c\le0\). Physically, the repulsion suppresses the density fluctuations that cost Coulomb energy.

The leading term of \(E_c\) follows from \(\chi_\lambda-\chi_0\approx\lambda\chi_0K\chi_0\). The \(\lambda\) integral gives \(\tfrac12\). For two gaps \(\alpha\) and \(\beta\), the frequency integral is

\[
\int_0^\infty\frac{d\omega}{2\pi}\,\frac{4\alpha\beta}{(\alpha^2+\omega^2)(\beta^2+\omega^2)}=\frac1{\alpha+\beta},
\]

so that

\[
E_c^{(2)}=-\tfrac12\sum_{ia,jb}\frac{K_{ia,jb}^2}{\Delta_{ia}+\Delta_{jb}}=-2\sum_{ia,jb}\frac{(ia|jb)^2}{\Delta_{ia}+\Delta_{jb}} .
\]

There is no first-order term, whereas \(F\) begins with \(+\tfrac12\mathrm{Tr}K\). For water \(E_c^{(2)}=-8.303\) eV, which is 2.007 eV below the full \(E_c\). This difference cannot be obtained by adding higher powers of \(\lambda\) term by term: the partial sums at \(\lambda=1\) oscillate and then diverge, although a resummation such as a Padé approximant recovers \(E_c\). The smallest eigenvalue of \(M_\lambda\) reaches zero at \(\lambda\approx-0.82\), where its square root is singular, so the power series converges only for \(|\lambda|\) below about 0.82 in this basis (0.78 in cc-pVTZ, 0.76 in cc-pVQZ). The plasmon formula has no such difficulty at \(\lambda=1\).

### A larger basis makes it worse

Consider a doubly occupied s orbital \(\varphi_i=u(r)/(r\sqrt{4\pi})\) and virtual orbitals \(w_a(r)Y_{lm}/r\) with \(l\ge1\) and real \(Y_{lm}\). In the multipole expansion of \(v\) one term survives the angular integration:

\[
(ia|ia)=\frac1{2l+1}\iint u(r)w_a(r)\,\frac{r_<^l}{r_>^{l+1}}\,u(r')w_a(r')\,dr\,dr' .
\]

The sum over \(m\) gives a factor \(2l+1\), which cancels the prefactor. If the radial functions are complete, \(\sum_aw_a(r)w_a(r')=\delta(r-r')\), and the shell contributes

\[
\int\frac{u(r)^2}{r}\,dr=\langle1/r\rangle ,
\]

whatever the value of \(l\). The sum over \(l\) therefore diverges. For a model 1s orbital with decay constant 3 Å⁻¹, \(\langle1/r\rangle\) is 43.20 eV. Radial sums in a 5 Å box, extrapolated with an assumed \(1/n\) tail in the number \(n\) of functions, give 43.18 eV for \(l=1\) and 43.15 eV for \(l=2\).

A helium atom shows the consequence (energies in eV):

| Basis | Largest \(l\) | \(F\) | \(E_c\) |
|---|---|---|---|
| cc-pVDZ | 1 | 19.908 | −1.234 |
| cc-pVTZ | 2 | 41.621 | −1.605 |
| cc-pVQZ | 3 | 64.850 | −1.727 |
| cc-pV5Z | 4 | 88.203 | −1.775 |

The last enlargement changes \(E_c\) by −0.049 eV (from unrounded values) and \(F\) by +23.353 eV. \(E_c\) is not yet at its limit: an \(X^{-3}\) extrapolation in the cardinal number \(X\) from the last two rows gives about −1.83 eV. The steps in \(F\) should not be read as values of \(\langle1/r\rangle\), because these bases are not radially complete and each one also adds functions to the lower shells.

### When you apply the formula

Take both sums over the same transitions, with the same spin factor in \(K\). The derivation used \(A-B=\Delta\) and a kernel that is purely Coulomb. With Hartree-Fock exchange in the kernel neither holds. A local exchange kernel keeps \(A-B=\Delta\), but the kernel is no longer purely Coulomb. In both cases this formula cannot be carried over unchanged.

## Numbers as computed

```
ONE TRANSITION
gap = 10.0 eV, K = 2.0 eV
RPA energy = 11.8322 eV
Tamm-Dancoff energy = 12.0000 eV
believed formula F = 0.9161 eV
plasmon formula E_c = -0.0839 eV
second-order estimate -K^2/(4 gap) = -0.1000 eV
boson Hamiltonian ground energy = -0.0839 eV
WATER, Hartree-Fock orbitals, cc-pVDZ
O-H = 0.96 angstrom, angle = 105 degrees
singlet transitions = 95
sum of orbital gaps = 17278.797 eV
sum of Tamm-Dancoff energies = 17468.817 eV
sum of RPA energies = 17456.225 eV
half trace of K = 95.010 eV
believed formula F = 88.714 eV = 3.26019 hartree
plasmon formula E_c = -6.296 eV = -0.23137 hartree
integral, chi_lam part = 88.714 eV
integral, chi_0 part = 95.010 eV
integral, difference = -6.296 eV
spin-orbital RPA matrix, E_c = -6.296 eV
exchange energy = -244.189 eV
self-interaction over all orbitals = 339.199 eV
slope of F at zero coupling = 95.011 eV
second-order term of E_c, sum = -8.303 eV
second-order term of E_c, differences = -8.303 eV
HELIUM, Hartree-Fock orbitals
cc-pvdz: largest l = 1, F = 19.908 eV, E_c = -1.234 eV
cc-pvtz: largest l = 2, F = 41.621 eV, E_c = -1.605 eV
cc-pvqz: largest l = 3, F = 64.850 eV, E_c = -1.727 eV
cc-pv5z: largest l = 4, F = 88.203 eV, E_c = -1.775 eV
SHELL SUMS, model 1s orbital
decay constant = 3.0 1/angstrom, box = 5.0 angstrom
mean of 1/r = 43.199 eV
l = 1: 300 functions 41.929 eV, 600 functions 42.555 eV, limit 43.18 eV
l = 2: 300 functions 41.132 eV, 600 functions 42.138 eV, limit 43.15 eV
```
